# Thermal narrowing of the Holstein band by two derivations, with its limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: transform the Hamiltonian, then average

### What fails without the narrowing factor

Consider an electron in a layer of identical sites, each with four neighbours, with transfer energy 20 meV between neighbours. A rigid lattice gives a band 160 meV wide, about six times the thermal energy at 300 K, and one would treat the electron as a wave with an ordinary effective mass. Now let the electron displace a local vibration of quantum 60 meV, strongly enough to gain 390 meV. The mean band at 300 K is then 0.058 meV wide. The rigid-lattice estimate is too large by a factor of about 2700, and the conclusion that charge moves as a band wave has lost its basis.

Part of this reduction exists at zero temperature. The rest is thermal, and amounts to a further factor of four between 0 and 300 K. The whole reduction is

$$w=\exp\left[-S\coth\frac{\hbar\omega}{2kT}\right],$$

where $S$ is the Huang-Rhys factor of one site. What this factor multiplies, and when the result is a band in which an electron can travel, needs as much care as the factor itself.

### Model and conventions

One electron moves on a lattice whose sites each have $z$ neighbours. Each site carries one harmonic oscillator of frequency $\omega$, and the oscillators are not coupled to each other. The Holstein Hamiltonian is

$$H=-J\sum_{\langle ij\rangle}c_i^\dagger c_j+\hbar\omega\sum_i b_i^\dagger b_i+g\hbar\omega\sum_i n_i(b_i+b_i^\dagger).$$

The first sum runs over ordered neighbour pairs, so that each bond appears in both directions. Here $n_i=c_i^\dagger c_i$, and $g$ is real. Without coupling the electron energies are

$$\varepsilon_{\mathbf k}=-J\sum_{\boldsymbol\delta}e^{-i\mathbf k\cdot\boldsymbol\delta},$$

with $\boldsymbol\delta$ running over the $z$ neighbour vectors. On a square layer this band extends from $-4J$ to $4J$.

Define $S=g^2$ and $E_p=S\hbar\omega$. Some definitions of the Huang-Rhys factor count both sites taking part in a transfer. Such a factor equals $2S$, and has to be halved before it is put in the exponent above.

### The displaced oscillator

Suppose the electron sits on one site. Drop the site index and write $A=b^\dagger-b$ and $D=e^{-gA}$. To see how $D$ acts on $b$, define $F(s)=e^{sA}b\,e^{-sA}$. Its derivative is $e^{sA}[A,b]e^{-sA}$, and $[A,b]=[b^\dagger,b]=-1$. Hence $F(s)=b-s$. Since $D^\dagger=e^{gA}$,

$$D^\dagger bD=b-g,\qquad D^\dagger b^\dagger D=b^\dagger-g.$$

Apply this to the oscillator with the electron present:

$$D^\dagger\left[b^\dagger b+g(b+b^\dagger)\right]D=(b^\dagger-g)(b-g)+g(b+b^\dagger-2g).$$

The first product is $b^\dagger b-g(b+b^\dagger)+g^2$. The linear terms cancel, and the constants add to $g^2-2g^2=-g^2$. Therefore

$$D^\dagger\left[b^\dagger b+g(b+b^\dagger)\right]D=b^\dagger b-S.$$

The occupied oscillator has its old frequency, a new equilibrium position, and an energy lower by $S\hbar\omega=E_p$. The frequency is unchanged because the coupling is linear in the displacement.

### The Lang-Firsov transformation

The displacement has to follow the electron. This is done by

$$U=\exp\left[-g\sum_i n_i(b_i^\dagger-b_i)\right].$$

With one electron, $U$ acts on a state with the electron at $i$ as $D_i$. The vibrational and coupling terms therefore become $\hbar\omega\sum_i b_i^\dagger b_i-E_p$, by the calculation just made.

The transfer term $c_i^\dagger c_j$ takes the electron from $j$ to $i$. On its right, $U$ finds the electron at $j$ and acts as $D_j$. On its left, $U^\dagger$ finds it at $i$ and acts as $D_i^\dagger$. Thus

$$\tilde H=U^\dagger HU=-J\sum_{\langle ij\rangle}c_i^\dagger c_jD_i^\dagger D_j+\hbar\omega\sum_i b_i^\dagger b_i-E_p.$$

No approximation has been made. The coupling has moved into the transfer: when the electron leaves $j$ for $i$, two oscillators have to change their equilibrium positions.

### The transfer factor in a given vibrational state

The average of $D$ requires its diagonal elements between states $|n\rangle$ with $n$ quanta. First separate the raising and lowering operators. Let $X$ and $Y$ be operators whose commutator is a number, and set $G(s)=e^{sX}e^{sY}$. Then

$$G'(s)=\left(X+e^{sX}Ye^{-sX}\right)G(s)=\left(X+Y+s[X,Y]\right)G(s).$$

The bracket commutes with itself at different $s$, so integration from 0 to 1 gives

$$e^Xe^Y=e^{X+Y+[X,Y]/2}.$$

For $X=-gb^\dagger$ and $Y=gb$ the commutator is $-g^2[b^\dagger,b]=S$. Hence

$$D=e^{-S/2}e^{-gb^\dagger}e^{gb}.$$

Expanding the right-hand exponential on $|n\rangle$ gives

$$e^{gb}|n\rangle=\sum_{m=0}^n\frac{g^m}{m!}\sqrt{\frac{n!}{(n-m)!}}\,|n-m\rangle.$$

The left-hand factor acting on $\langle n|$ gives the same expansion with $g$ replaced by $-g$. States with different $n-m$ are orthogonal, so

$$\langle n|D|n\rangle=e^{-S/2}\sum_{m=0}^n\binom nm\frac{(-S)^m}{m!}=e^{-S/2}L_n(S).$$

The sum defines the Laguerre polynomial $L_n$. It contains $g$ as $g^2$, so $D^\dagger$ has the same diagonal elements.

These factors can be negative. For $S=6.5$, $L_1=1-S=-5.5$: one quantum on one of the two sites makes the diagonal transfer larger in size than in the ground state, and reverses its sign. At this $S$ the thermal reduction thus comes from averaging amplitudes of different signs, and not from a smaller transfer in every excited state. For small $S$ the lowest excited states have positive but smaller factors, such as $L_1=1-S$, and these reduce the average without a change of sign.

### The thermal sum

Let $y=e^{-\hbar\omega/kT}$. A thermal oscillator has $n$ quanta with probability $(1-y)y^n$. Differentiating the geometric series $m$ times with respect to $y$, then multiplying by $y^m/m!$, gives

$$\sum_{n=m}^\infty\binom nm y^n=\frac{y^m}{(1-y)^{m+1}}.$$

Insert the Laguerre sum and carry out the sum over $n$ first. The order may be changed because the series converges absolutely. With the mean number of quanta $N=y/(1-y)$,

$$\langle D\rangle=e^{-S/2}\sum_{m=0}^\infty\frac{(-SN)^m}{m!}=e^{-S(N+1/2)}.$$

The two oscillators in a transfer are independent, so their averages multiply:

$$w=\langle D_i^\dagger D_j\rangle=e^{-S(2N+1)}.$$

Finally,

$$2N+1=\frac{1+y}{1-y}=\coth\frac{\hbar\omega}{2kT},$$

which gives the stated factor. Each site supplies half of the exponent.

Replacing the transfer factor in $\tilde H$ by its average gives the mean-field Hamiltonian

$$\bar H=-Jw\sum_{\langle ij\rangle}c_i^\dagger c_j+\hbar\omega\sum_i b_i^\dagger b_i-E_p.$$

Its electron energies are

$$E_{\mathbf k}=-E_p+w\,\varepsilon_{\mathbf k}.$$

The omitted term is $-J\sum c_i^\dagger c_j(D_i^\dagger D_j-w)$. Its thermal average vanishes, but its effects need not.

### Temperature dependence and a numerical case

For $kT\ll\hbar\omega$, $\coth(\hbar\omega/2kT)\approx1+2y$, so $w\approx e^{-S}(1-2Sy)$. The vibration is frozen, and the zero-point reduction $e^{-S}$ remains.

For $kT\gg\hbar\omega$, $\coth x\approx1/x+x/3$ with $x=\hbar\omega/2kT$. The leading term gives

$$w\approx\exp\left[-\frac{2E_pkT}{(\hbar\omega)^2}\right].$$

The next term changes the exponent by $-S\hbar\omega/6kT$. The simpler form therefore requires $S\hbar\omega/6kT\ll1$, which for large $S$ is stricter than $kT\gg\hbar\omega$.

Take $\hbar\omega=60$ meV, $S=6.5$ and $J=20$ meV on the square layer, where the mean bandwidth is $8Jw$:

| $T$ (K) | $w$ | $8Jw$ (µeV) |
|---|---:|---:|
| 0 | $1.50\times10^{-3}$ | 241 |
| 100 | $1.49\times10^{-3}$ | 238 |
| 200 | $9.95\times10^{-4}$ | 159 |
| 300 | $3.65\times10^{-4}$ | 58 |
| 400 | $9.47\times10^{-5}$ | 15 |

At 300 K the hyperbolic cotangent is 1.218, so the exponent is $-6.5\times1.218=-7.92$. The high-temperature form would give $3.69\times10^{-3}$, ten times too large. It even exceeds the zero-temperature value, because it omits zero-point motion.

### When the averaged band is the actual band

At $T=0$ and $J=0$, the lowest states have the electron on any one site and no quanta in the transformed frame. The next level lies $\hbar\omega$ higher. The matrix element of the transfer between neighbouring lowest states is $-Je^{-S}$. Degenerate perturbation theory thus gives the band $-E_p+e^{-S}\varepsilon_{\mathbf k}$ to first order in $J$. Here averaging has discarded nothing of that order.

The second-order terms give the leading corrections to the level positions and to the shape of the band. Let $V$ be the transfer term in $\tilde H$. A lowest state acquires the excited component $-|m\rangle\langle m|V|\psi\rangle/n_m\hbar\omega$, where $|m\rangle$ has $n_m\geq1$ quanta. A second action of $V$ returns it to the lowest level. The added matrix elements are therefore

$$-\sum_m\frac{\langle l,0|V|m\rangle\langle m|V|i,0\rangle}{n_m\hbar\omega}.$$

The normal-ordered form of $D$ gives $|\langle n|D|0\rangle|^2=e^{-S}S^n/n!$. If the electron goes from $i$ to $j$ and back, both oscillators may be excited in between. The probability of $n$ quanta in total is

$$e^{-2S}\sum_{a=0}^n\frac{S^aS^{n-a}}{a!(n-a)!}=e^{-2S}\frac{(2S)^n}{n!}.$$

With $f(x)=\sum_{n\geq1}x^n/(n\,n!)$, the $z$ return paths shift every level by

$$\Delta E=-\frac{zJ^2}{\hbar\omega}e^{-2S}f(2S).$$

If the electron continues from $j$ to a different site $l$, only oscillator $j$ takes part in both steps. Oscillators $i$ and $l$ must be unexcited in between, and each supplies $e^{-S/2}$. Oscillator $j$ supplies $e^{-S}S^n/n!$. Each such path adds a transfer

$$-\frac{J^2}{\hbar\omega}e^{-2S}f(S).$$

For a straight second neighbour, reached by one path, its ratio to the nearest-neighbour transfer $-Je^{-S}$ is $Je^{-S}f(S)/\hbar\omega$. At large $S$ the Poisson weight lies near $n=S$, so the ratio approaches $J/E_p$.

A three-site ring with $S=1$ tests these expressions by diagonalization of the original $H$. At $J=0.02\hbar\omega$ the width is 1.0093 times its first-order value. Extrapolating to $J=0$ from this and $J=0.04\hbar\omega$, the relative width correction is $0.486J/\hbar\omega$; the formula gives 0.485. The mean level shift is $-0.997J^2/\hbar\omega$ in both.

In the layer, the straight second-neighbour ratio is 0.063 at $T=0$. The common shift is $-2.2$ meV, much larger than the bandwidth, but it does not change the band's shape. All second-order terms are equal at the bottom and the top of this band, so they leave its width unchanged. They do change its shape. Summed over all two-step paths they are, up to a constant, proportional to $\varepsilon_{\mathbf k}^2$, and they multiply the curvature by $1+8\times0.063=1.5$ at the bottom of the band and by 0.5 at the top. An effective mass taken from the first-order band is off by these factors. The width is first corrected in third order, which for these parameters increases it by about 10% at $T=0$.

At $T>0$ the argument from perturbation theory changes. States with the same total number of quanta, distributed differently over the sites, have the same energy at $J=0$. The transfer can move a quantum from one site to another without energy cost. Diagonal averages alone do not determine the levels, even to first order in $J$. The meaning of $w\varepsilon_{\mathbf k}$ at finite temperature has to be found in another way.

## Second half: the centroid of a spectrum, and the comparison

### Results carried forward

The electron has bare band $\varepsilon_{\mathbf k}$, transfer $J$ and $z$ neighbours per site. Each site has an oscillator of quantum $\hbar\omega$, Huang-Rhys factor $S=g^2$ and relaxation energy $E_p=S\hbar\omega$. Its displacement operator is $D_i=\exp[-g(b_i^\dagger-b_i)]$, and $N=1/(e^{\hbar\omega/kT}-1)$ is its mean thermal number of quanta. Averaging the transformed transfer gave

$$E_{\mathbf k}=-E_p+w\varepsilon_{\mathbf k},\qquad w=e^{-S(2N+1)}=\exp\left[-S\coth\frac{\hbar\omega}{2kT}\right].$$

Two operator results will be used again: $e^Xe^Y=e^{X+Y+[X,Y]/2}$ when $[X,Y]$ is a number, and $D^\dagger[b^\dagger b+g(b+b^\dagger)]D=b^\dagger b-S$.

### Second derivation: add a dressed electron

Keep the original Hamiltonian $H$. Start from an empty lattice with Hamiltonian $H_{\rm ph}=\hbar\omega\sum_i b_i^\dagger b_i$ and thermal density operator $\rho$. Add an electron at site $i$ and displace that site's oscillator at the same time:

$$C_i^\dagger=c_i^\dagger D_i,\qquad C_{\mathbf k}^\dagger=\frac1{\sqrt M}\sum_i e^{i\mathbf k\cdot\mathbf R_i}C_i^\dagger,$$

where $M$ is the number of sites. The energy absorbed is the difference between a final level of $H$ and the initial level of $H_{\rm ph}$. Its distribution, weighted by the squared matrix elements of $C_{\mathbf k}^\dagger$, is the addition spectrum. The total weight is one, since $D_i^\dagger D_i=1$ and different electron positions are orthogonal. The mean absorbed energy is

$$\bar E_{\mathbf k}=\mathrm{Tr}\,\rho\,C_{\mathbf k}\left(HC_{\mathbf k}^\dagger-C_{\mathbf k}^\dagger H_{\rm ph}\right).$$

Take one term $C_i^\dagger$. The vibrational and coupling parts of $H$ give $C_i^\dagger(H_{\rm ph}-E_p)$, by the displaced-oscillator result. Transfer moves the electron to a neighbour $j$ and leaves the displaced oscillator behind at $i$. On the empty lattice, therefore,

$$HC_i^\dagger-C_i^\dagger H_{\rm ph}=-E_pC_i^\dagger-J\sum_{j\,\text{next to}\,i}c_j^\dagger D_i.$$

Multiplication by $C_{\mathbf k}$ compares the last state with one in which oscillator $j$ is displaced. The overlap is $\langle D_j^\dagger D_i\rangle$, equal for all neighbour pairs. The phase sum is the one defining $\varepsilon_{\mathbf k}$, so

$$\bar E_{\mathbf k}=-E_p+\langle D_j^\dagger D_i\rangle\varepsilon_{\mathbf k}.$$

Averaging the transformed transfer narrows the band by the factor $w$, which at $T=0$ gives the actual band to first order in $J$, and the mean energy for adding a dressed electron has been reduced to the overlap $\langle D_j^\dagger D_i\rangle$. It remains to find this overlap independently and to establish what the mean band says about levels and charge motion at finite temperature.
